# Why 100 sccm is not 100 cubic centimetres per minute at 10 mTorr: verification in Python

```python
"""
Result under test: a flow of Q sccm is a molecule rate. At pressure p and
temperature T it occupies the actual volume per unit time
    S = Q * (p0/p) * (T/T0),   p0 = 1 atm, T0 = 273.15 K  (ideal gas).
Mean residence time in a chamber of volume V is V/S.
Symbols: feed = molecules per second, S = actual volume flow (m^3/s),
tau = residence time, k_wall = wall loss rate of radicals,
k_diss = dissociation rate of O2. SI units inside, engineering units printed.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.linalg import expm

kB, NA = const.k, const.N_A
p0, T0 = const.atm, const.zero_Celsius
mtorr = const.torr * 1e-3

# Inputs of the worked example
sccm = 100.0
p, T = 10 * mtorr, 300.0
diameter, height = 0.30, 0.40
molar_mass = 32.0e-3            # O2, kg/mol
k_wall, k_diss = 20.0, 2.0      # 1/s, round model parameters
diffusion = 1.5                 # m^2/s at 10 mTorr, rough
viscosity = 2.0e-5              # Pa s, rough
T_hot, T0_other = 500.0, T0 + 20.0
lj_depth, lj_sigma = 107.0, 0.347e-9   # K and m, rough values for O2

area = np.pi * diameter**2 / 4
V = area * height
Q = sccm * 1e-6 / 60            # sccm number misread as a volume flow, m^3/s
mass = molar_mass / NA


def actual_flow(pressure, temperature, T_standard=T0):
    return Q * (p0 / pressure) * (temperature / T_standard)


S = actual_flow(p, T)
tau = V / S
tau_misread = V / Q
feed = Q * p0 / (kB * T0)


# Test: density from molecular impacts on a wall, then volume = count/density
def density_from_impacts(pressure, temperature):
    width = np.sqrt(kB * temperature / mass)

    def push(v):
        f = np.exp(-0.5 * (v / width)**2) / (width * np.sqrt(2 * np.pi))
        return 2 * mass * v * v * f
    per_molecule = quad(push, 0, 12 * width, epsabs=0, epsrel=1e-10)[0]
    return pressure / per_molecule


n_standard = density_from_impacts(p0, T0)
n_chamber = density_from_impacts(p, T)
assert abs(n_chamber * kB * T / p - 1) < 1e-8
assert abs(Q * n_standard / n_chamber / S - 1) < 1e-8
loschmidt = const.value("Loschmidt constant (273.15 K, 101.325 kPa)")
assert abs(feed / (Q * loschmidt) - 1) < 1e-7


# Test: fill an empty chamber while pumping; find the settled pressure
def settled_pressure(pump_speed):
    def rate(t, y):
        return [(feed * kB * T - pump_speed * y[0]) / V]
    run = solve_ivp(rate, (0, 25 * V / pump_speed), [0.0],
                    method="LSODA", rtol=1e-9, atol=1e-9)
    assert run.success
    return run.y[0, -1]


p_settled = settled_pressure(S)
p_misread = settled_pressure(Q)
assert abs(p_settled / p - 1) < 1e-5
assert abs(p_misread / (p0 * T / T0) - 1) < 1e-5
assert p_misread > p0

# One-dimensional chamber: drift toward the pump plus diffusion, closed inlet
cells = 80
h = height / cells
speed = S / area


def transport_matrix(D):
    A = np.zeros((cells, cells))
    for i in range(cells):
        A[i, i] -= speed / h
        if i + 1 < cells:
            A[i + 1, i] += speed / h + D / h**2
            A[i, i] -= D / h**2
            A[i, i + 1] += D / h**2
            A[i + 1, i + 1] -= D / h**2
    return A


def mean_residence(D):
    dt = tau / 200
    step = expm(transport_matrix(D) * dt)
    tracer = np.zeros(cells)
    tracer[0] = 1.0
    remaining = [1.0]
    for _ in range(200 * 15):
        tracer = step @ tracer
        remaining.append(tracer.sum())
    return trapezoid(remaining, dx=dt)


def pumped_fraction_1d(D):
    A = transport_matrix(D) - k_wall * np.eye(cells)
    n = np.linalg.solve(A, -np.ones(cells))
    return speed / h * n[-1] / cells


# Test: mean residence time is V/S for weak, actual and strong mixing
residence = [mean_residence(D) for D in (1e-3, diffusion, 500.0)]
for value in residence:
    assert abs(value / tau - 1) < 2e-3

# Test: fraction of radicals pumped out before wall loss, well mixed
pumped = 1 / (1 + k_wall * tau)
pumped_misread = 1 / (1 + k_wall * tau_misread)
by_quadrature = quad(lambda t: np.exp(-t / tau - k_wall * t) / tau,
                     0, 40 * tau, epsabs=0, epsrel=1e-9, limit=200)[0]
assert abs(by_quadrature / pumped - 1) < 1e-7
assert abs(pumped_fraction_1d(500.0) / pumped - 1) < 0.01
plug = (1 - np.exp(-k_wall * tau)) / (k_wall * tau)
assert abs(pumped_fraction_1d(1e-3) / plug - 1) < 0.01
pumped_1d = pumped_fraction_1d(diffusion)

# Test: pressure rise by dissociation at fixed pump speed and temperature
x = k_diss / (k_diss + k_wall + 1 / tau)


def two_species(t, y):
    o2, o = y
    return [feed * kB * T / V - o2 / tau - k_diss * o2 + k_wall * o / 2,
            2 * k_diss * o2 - k_wall * o - o / tau]


run = solve_ivp(two_species, (0, 30 * tau), [p, 0.0],
                method="LSODA", rtol=1e-9, atol=1e-11)
p_plasma = run.y[:, -1].sum()
assert run.success and abs(p_plasma / (p * (1 + x)) - 1) < 1e-5
assert abs(run.y[1, -1] / tau / 2 / (feed * kB * T / V) - x) < 1e-5

# Non-ideality at the standard state: second virial coefficient, two integrals
t_red = T0 / lj_depth


def u_lj(r):
    return 4 * (r**-12 - r**-6)


def du_lj(r):
    return 4 * (-12 * r**-13 + 6 * r**-7)


def two_part(g):
    return quad(g, 0.3, 3, limit=300)[0] + quad(g, 3, np.inf, limit=300)[0]


core = -0.3**3 / 3
B_a = -2 * np.pi * (core + two_part(
    lambda r: np.expm1(-u_lj(r) / t_red) * r * r))
B_b = -2 * np.pi / (3 * t_red) * two_part(
    lambda r: r**3 * du_lj(r) * np.exp(-u_lj(r) / t_red))
assert abs(B_a - B_b) < 1e-5
B_molecule = B_a * lj_sigma**3
nonideal = B_molecule * p0 / (kB * T0)
assert abs(nonideal) < 0.01

# Viscous pressure drop: numerical velocity profile in the round chamber
m, R = 400, diameter / 2
dr = R / m
r_mid = (np.arange(m) + 0.5) * dr
M = np.zeros((m, m))
for i in range(m - 1):
    c = (i + 1) * dr / dr
    M[i, i] -= c
    M[i, i + 1] += c
    M[i + 1, i + 1] -= c
    M[i + 1, i] += c
M[-1, -1] -= R / (dr / 2)
profile = np.linalg.solve(M, -r_mid * dr)
mean_profile = 2 * np.sum(profile * r_mid) * dr / R**2
drop = speed * viscosity * height / mean_profile
drop_formula = 8 * viscosity * height * speed / R**2
assert abs(drop / drop_formula - 1) < 1e-3

S_hot = actual_flow(p, T_hot)
S_other = actual_flow(p, T, T0_other)
per_min = S * 60


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Flow setting", sccm, "sccm")
show("Standard pressure", p0 / const.torr, "Torr", 5)
show("Standard temperature", T0, "K", 5)
show("Chamber pressure", p / mtorr, "mTorr")
show("Chamber gas temperature", T, "K")
show("Chamber diameter", diameter * 100, "cm")
show("Chamber height", height * 100, "cm")
show("Chamber volume", V * 1e3, "L")
show("Molecule rate", feed, "1/s")
show("O2 molar mass (input)", molar_mass * 1e3, "g/mol")
show("O2 mass rate", feed * mass * 60 * 1e6, "mg/min")
show("Density at standard state", n_standard * 1e-6, "1/cm3")
show("Density in chamber", n_chamber * 1e-6, "1/cm3")
show("Pressure factor p0/p", p0 / p, "", 5)
show("Temperature factor T/T0", T / T0)
show("Total volume factor", S / Q)
show("Actual volume per minute", per_min * 1e6, "cm3/min")
show("Same, in cubic metres", per_min, "m3/min")
show("Same, as pump speed", S * 1e3, "L/s")
show("Cube side, 100 cm3", (Q * 60)**(1 / 3) * 100, "cm")
show("Cube side, actual volume of one minute", per_min**(1 / 3), "m")
show("Settled pressure, correct pump", p_settled / mtorr, "mTorr")
show("Settled pressure, 100 cm3/min pump", p_misread / const.torr, "Torr")
show("Residence time", tau, "s")
show("Residence time, misread", tau_misread / 60, "min")
for name, value in zip(("weak", "actual", "strong"), residence):
    show(f"Mean residence from tracer, {name} mixing", value, "s")
show("Radical wall loss rate (input)", k_wall, "1/s")
show("Pumped-out radical fraction", pumped, "", 3)
show("Pumped-out radical fraction, misread", pumped_misread, "", 3)
print("Neglected effects:")
show("Pump speed if gas is at 500 K", S_hot * 1e3, "L/s")
show("Residence time if gas is at 500 K", V / S_hot, "s")
show("Pump speed if standard is 20 C", S_other * 1e3, "L/s")
show("Change from 20 C standard", 100 * (S_other / S - 1), "%", 3)
show("O2 dissociation rate (input)", k_diss, "1/s")
show("Feed fraction leaving as atoms", x, "", 3)
show("Pressure with dissociation, fixed pump", p_plasma / mtorr, "mTorr")
show("Lennard-Jones depth (rough input)", lj_depth, "K")
show("Lennard-Jones diameter (rough input)", lj_sigma * 1e9, "nm")
show("Second virial coefficient", B_molecule * NA * 1e6, "cm3/mol", 3)
show("Non-ideality at standard state", 100 * nonideal, "%", 2)
show("Viscosity (rough input)", viscosity, "Pa s")
show("Mean drift speed", speed, "m/s", 3)
show("Viscous pressure drop", drop / mtorr, "mTorr", 2)
show("Diffusion coefficient (rough input)", diffusion, "m2/s")
show("Pumped-out fraction, 1D flow model", pumped_1d, "", 3)
show("Pumped-out fraction, no mixing", plug, "", 3)
print("all tests passed")
```

Output:

```
Flow setting: 100 sccm
Standard pressure: 760 Torr
Standard temperature: 273.15 K
Chamber pressure: 10 mTorr
Chamber gas temperature: 300 K
Chamber diameter: 30 cm
Chamber height: 40 cm
Chamber volume: 28.27 L
Molecule rate: 4.478e+19 1/s
O2 molar mass (input): 32 g/mol
O2 mass rate: 142.8 mg/min
Density at standard state: 2.687e+19 1/cm3
Density in chamber: 3.219e+14 1/cm3
Pressure factor p0/p: 76000
Temperature factor T/T0: 1.098
Total volume factor: 8.347e+04
Actual volume per minute: 8.347e+06 cm3/min
Same, in cubic metres: 8.347 m3/min
Same, as pump speed: 139.1 L/s
Cube side, 100 cm3: 4.642 cm
Cube side, actual volume of one minute: 2.029 m
Settled pressure, correct pump: 10 mTorr
Settled pressure, 100 cm3/min pump: 834.7 Torr
Residence time: 0.2032 s
Residence time, misread: 282.7 min
Mean residence from tracer, weak mixing: 0.2032 s
Mean residence from tracer, actual mixing: 0.2032 s
Mean residence from tracer, strong mixing: 0.2032 s
Radical wall loss rate (input): 20 1/s
Pumped-out radical fraction: 0.197
Pumped-out radical fraction, misread: 2.95e-06
Neglected effects:
Pump speed if gas is at 500 K: 231.9 L/s
Residence time if gas is at 500 K: 0.1219 s
Pump speed if standard is 20 C: 129.6 L/s
Change from 20 C standard: -6.82 %
O2 dissociation rate (input): 2 1/s
Feed fraction leaving as atoms: 0.0743
Pressure with dissociation, fixed pump: 10.74 mTorr
Lennard-Jones depth (rough input): 107 K
Lennard-Jones diameter (rough input): 0.347 nm
Second virial coefficient: -15.2 cm3/mol
Non-ideality at standard state: -0.068 %
Viscosity (rough input): 2e-05 Pa s
Mean drift speed: 1.97 m/s
Viscous pressure drop: 0.042 mTorr
Diffusion coefficient (rough input): 1.5 m2/s
Pumped-out fraction, 1D flow model: 0.208
Pumped-out fraction, no mixing: 0.242
all tests passed
```
